# The PBE Exchange Gradient Coefficient and the Conditions Its Form Meets

## 1. A weak wave in one electron gas

Take a spin-unpolarized uniform electron gas with $r_s=2$ bohr and give it a weak density wave,

$$n(x)=n_0(1+a\cos qx),\qquad q=2k_F,\qquad a\ll1. \tag{1}$$

Hartree atomic units are used throughout. The local Fermi wavenumber and the reduced gradient that enters exchange are

$$k_F=(3\pi^2n)^{1/3},\qquad s=\frac{|\nabla n|}{2k_Fn}. \tag{2}$$

In (1), $q$ is fixed by the mean density $n_0$. Since $|\nabla n|=n_0aq|\sin qx|$, to leading order $s=a|\sin qx|$, and the average of $s^2$ over a period is $a^2/2$.

Let exchange be the local value times a factor that starts as $1+\mu s^2$, with $\mu$ unknown. The local exchange energy per electron at this density is $-0.2291$ hartree, so the wave adds a gradient energy $-0.2291\,\mu\,a^2/2$ per electron. The PBE correlation functional adds $+\beta t^2$ per electron for small gradients, where $t$ is a second reduced gradient, defined in Section 2. At this density $t^2=0.7537\,s^2$, so correlation adds $+0.7537\,\beta\,a^2/2$.

The two terms have opposite signs. If they are required to cancel,

$$\mu=\frac{0.7537}{0.2291}\,\beta=3.290\,\beta. \tag{3}$$

The factor is $\pi^2/3$ to the digits shown. What remains is to show that it does not depend on the density, and to say what the requirement of cancellation means.

## 2. The relation between $s$ and $t$

The gradient $s$ measures how fast the density changes on the scale of the Fermi wavelength. Correlation is governed by screening, so $t$ uses the Thomas–Fermi screening wavenumber $k_s$.

To find $k_s$, let a weak, slowly varying potential energy $v$ act on the electrons. The local Fermi energy drops by $v$, and the density changes by $\delta n=-(dn/dE_F)\,v$. Away from the external charge, Poisson's equation for the potential energy of an electron is $\nabla^2v=-4\pi\,\delta n$. Together these give $\nabla^2v=k_s^2v$ with $k_s^2=4\pi\,dn/dE_F$. From $n=k_F^3/3\pi^2$ and $E_F=k_F^2/2$,

$$\frac{dn}{dE_F}=\frac{dn/dk_F}{dE_F/dk_F}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2},
\qquad k_s^2=\frac{4k_F}{\pi}. \tag{4}$$

For an unpolarized density $t=|\nabla n|/(2k_sn)$. Dividing by $s$ leaves $t/s=k_F/k_s$, and therefore

$$t^2=\frac{k_F^2}{k_s^2}\,s^2=\frac{\pi k_F}{4}\,s^2. \tag{5}$$

At $r_s=2$, $k_F=0.9596$ bohr$^{-1}$ and (5) gives the factor 0.7537 used above.

## 3. The two gradient terms

PBE correlation is $E_c=\int n\,[\varepsilon_c+H]\,d^3r$, where $\varepsilon_c$ is the correlation energy per electron of the uniform gas and, for an unpolarized density,

$$H=\gamma\ln\!\left[1+\frac{\beta}{\gamma}\,t^2\,\frac{1+At^2}{1+At^2+A^2t^4}\right],
\qquad \gamma=\frac{1-\ln2}{\pi^2}. \tag{6}$$

Here $A$ depends on the density but not on its gradient. The fraction equals $1-A^2t^4/(1+At^2+A^2t^4)$, which differs from 1 first at order $t^4$. The argument of the logarithm is thus $1+(\beta/\gamma)t^2+O(t^6)$. With $\ln(1+y)=y-y^2/2+\dots$,

$$H=\beta t^2-\frac{\beta^2}{2\gamma}\,t^4+O(t^6). \tag{7}$$

The constant $\beta=0.066725$ is an input. It is the gradient coefficient of correlation in the high-density limit, and PBE uses it at all densities.

For exchange, write

$$E_x=-A_x\int n^{4/3}F_x(s)\,d^3r,\qquad A_x=\frac34\left(\frac3\pi\right)^{1/3}. \tag{8}$$

The local energy per electron is $-A_xn^{1/3}=-3k_F/4\pi$. With $F_x=1+\mu s^2+\dots$, the second-order gradient terms per electron are

$$-\frac{3k_F}{4\pi}\,\mu s^2\quad\text{(exchange)},\qquad
+\beta t^2=\frac{\pi k_F}{4}\,\beta s^2\quad\text{(correlation)}. \tag{9}$$

Both are proportional to $k_Fs^2$. Their sum vanishes at every density if

$$\frac{3\mu}{4\pi}=\frac{\pi\beta}{4}
\quad\Longrightarrow\quad
\boxed{\mu=\frac{\pi^2\beta}{3}=0.2195}. \tag{10}$$

The cancellation is a separate requirement. Relation (5) only converts it into a number.

## 4. What the cancellation means

Multiply (9) by $n$ and insert $s^2=|\nabla n|^2/(4k_F^2n^2)$. The gradient energy per volume is $C(n)|\nabla n|^2$, with

$$C(n)=\frac{1}{16k_Fn}\left(\pi\beta-\frac{3\mu}{\pi}\right). \tag{11}$$

Let $f_{xc}(q)$ be the exchange-correlation kernel of the uniform gas, the second functional derivative of $E_{xc}$ at wavenumber $q$. For the wave (1), with $q$ now arbitrary, the second-order energy per volume is the average of $\tfrac12f_{xc}(n_0a\cos qx)^2$, which is $\tfrac14f_{xc}n_0^2a^2$. The gradient term contributes the average of $C(n_0aq\sin qx)^2$, which is $\tfrac12Cq^2n_0^2a^2$. Comparing the two,

$$f_{xc}(q)=\frac{d^2(n\varepsilon_{xc})}{dn^2}+2C(n_0)\,q^2. \tag{12}$$

Terms of order $s^4$ are of order $a^4$ and do not enter, whatever $q$ is. With (10), $C=0$, and the unpolarized gas responds to a weak density wave as it does in the local-density approximation.

This is a choice of design. The true kernel depends on $q$, so (10) does not reproduce the true response. It keeps the local-density response, which is taken to be a better guide than one with an added $q^2$ term. A different $\mu$ with the same correlation functional would restore that term. For $\mu<\pi^2\beta/3$, $C$ is positive and the kernel rises with $q$.

## 5. The wave in numbers

Return to $r_s=2$, $q=2k_F$, and take $a=0.025$, so that the average of $s^2$ is $a^2/2=3.125\times10^{-4}$. Equation (9) gives for exchange

$$-0.22908\times0.21952\times3.125\times10^{-4}=-1.571\times10^{-5}\ \text{hartree} \tag{13}$$

per electron, and for correlation

$$0.066725\times0.75365\times3.125\times10^{-4}=+1.571\times10^{-5}\ \text{hartree}. \tag{14}$$

The full functionals give $-1.5717\times10^{-5}$ and $+1.5713\times10^{-5}$ hartree, with a sum of $-3.95\times10^{-9}$ hartree.

This remainder is the fourth-order term. The $s^2$ terms cancel at each point, because (10) holds at each density. The $s^4$ term of exchange is found in (18) below, and that of correlation is in (7). The average of $s^4$ is $3a^4/8$, so the sum per electron is

$$\left[\frac{3k_F}{4\pi}\frac{\mu^2}{\kappa}-\frac{\beta^2}{2\gamma}\left(\frac{\pi k_F}{4}\right)^2\right]\frac{3a^4}{8}
=(0.0137-0.0407)\,\frac{3a^4}{8}, \tag{15}$$

with $\kappa=0.804$. For $a=0.025$ this is $-3.95\times10^{-9}$ hartree, as computed. When $a$ is doubled, each separate term grows by a factor close to 4 and the sum by 16.0.

One can also ask which $\mu$ the correlation functional demands. With $a=0.01$ the answers are 0.21946, 0.21950 and 0.21951 at $r_s=0.5$, 2 and 10. The small deficit comes from the negative $t^4$ term in (7). By (5), its size relative to $\beta t^2$ grows with $k_F$, so it is largest in the densest gas.

## 6. Spin

Exchange acts between electrons of equal spin, so $E_x[n_\uparrow,n_\downarrow]=E_x[n_\uparrow,0]+E_x[0,n_\downarrow]$. An unpolarized density $n$ has two equal parts, so $E_x[n]=2E_x[n/2,0]$. Replacing $n$ by $2n_\sigma$ gives the spin-scaling relation

$$E_x[n_\uparrow,n_\downarrow]=\tfrac12E_x[2n_\uparrow]+\tfrac12E_x[2n_\downarrow]. \tag{16}$$

PBE uses (16) to define exchange for polarized systems. The relation is met by this rule, not by the shape of $F_x$.

Let the polarization $\zeta=(n_\uparrow-n_\downarrow)/n$ be uniform. Then $2n_\sigma=(1\pm\zeta)n$. The exchange gradient energy density varies as $|\nabla n|^2/n^{4/3}$, so each spin contributes a factor $(1\pm\zeta)^{2-4/3}$, and the total is multiplied by

$$\phi=\tfrac12\left[(1+\zeta)^{2/3}+(1-\zeta)^{2/3}\right]. \tag{17}$$

In PBE correlation the leading term becomes $\beta\phi^3t^2$ with $t=|\nabla n|/(2\phi k_sn)$, which also yields one factor $\phi^3/\phi^2=\phi$. The cancellation of the gradient energy therefore survives at uniform $\zeta$. For $\zeta=0.6$, $\phi=0.9554$; the exchange term for $a=0.025$ becomes $-1.5016\times10^{-5}$ hartree, which is $\phi$ times its unpolarized value, and correlation again cancels it to second order.

A pure spin wave, $n_{\uparrow,\downarrow}=\tfrac12n_0(1\pm a\cos qx)$, behaves differently. The total density is uniform, so $t=0$ and correlation has no gradient term. In (16), each $2n_\sigma$ is a density wave of amplitude $a$, so exchange keeps its full $-1.57\times10^{-5}$ hartree. The second-order gradient energy thus cancels for waves that leave $\zeta$ uniform, but in general not for waves that modulate $\zeta$. In a polarized gas these include a wave that changes both spin densities by the same amount. Exchange then carries the factor $\tfrac12\left[(1+\zeta)^{-4/3}+(1-\zeta)^{-4/3}\right]$, which is 1.96 at $\zeta=0.6$, while correlation carries $\phi$. Even for a wave of uniform $\zeta$, only the energy cancels in a polarized gas. The gradient terms leave on each spin a potential proportional to $\left[\phi-(1\pm\zeta)^{-1/3}\right]q^2\,\delta n$, which vanishes at $\zeta=0$ and otherwise only in the average weighted by $(1\pm\zeta)/2$. The local-density response is therefore kept only for density waves in the unpolarized gas.

## 7. Conditions the form meets

The PBE enhancement factor and its small-$s$ expansion are

$$F_x(s)=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa}
=1+\mu s^2-\frac{\mu^2}{\kappa}s^4+\dots \tag{18}$$

Its derivative, $2\mu s/(1+\mu s^2/\kappa)^2$, is positive for $s>0$. Hence $F_x$ rises steadily from 1 towards $1+\kappa$ without reaching it. These properties secure the following conditions.

**Uniform gas.** $F_x(0)=1$, so a constant density receives the exchange energy of the uniform gas.

**Sign.** $F_x\ge1$, so (8) is negative for any density.

**Uniform scaling.** Exact exchange obeys $E_x[n_\gamma]=\gamma E_x[n]$ for $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$. Under this scaling $|\nabla n|$ gains $\gamma^4$, while $k_Fn$ gains $\gamma\cdot\gamma^3$. Thus $s$ keeps its value at corresponding points. In (8), $n^{4/3}$ gains $\gamma^4$ and the volume element $\gamma^{-3}$, which leaves one factor $\gamma$. Any function of $s$ alone passes.

**Density-wave response.** The coefficient of $s^2$ is the $\mu$ of (10). This is the design condition of Section 4, and it holds together with PBE correlation.

**Lieb–Oxford bound.** The exact functional obeys $E_{xc}\ge-1.679\int n^{4/3}d^3r$; the constant is taken as an input. Since $E_c\le0$, exact exchange obeys the same bound. For PBE exchange, (16) and $F_x<1+\kappa$ give

$$E_x\ge-(1+\kappa)A_x\int n^{4/3}\,\tfrac12\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right]d^3r. \tag{19}$$

The factor containing $\zeta$ is even and convex, so it is largest at $|\zeta|=1$, where it equals $2^{1/3}$. The bound is then guaranteed if

$$\kappa\le\frac{1.679}{2^{1/3}A_x}-1=0.8044. \tag{20}$$

The PBE value $\kappa=0.804$ satisfies this. Condition (20) is sufficient, because it enforces the bound point by point. For the form (18) it is also necessary if the bound is to hold for every density. On a fully polarized density squeezed along one axis, as in Section 8, $F_x\to1+\kappa$ almost everywhere, and $-E_x/\int n^{4/3}d^3r$ tends to $2^{1/3}A_x(1+\kappa)$. The bare quadratic $1+\mu s^2$ would exceed $1+\kappa$ beyond $s=\sqrt{\kappa/\mu}=1.91$ and lose this guarantee.

These conditions do not single out (18). The function

$$\tilde F_x(s)=1+\kappa\left(1-e^{-\mu s^2/\kappa}\right) \tag{21}$$

also starts as $1+\mu s^2$ and rises steadily towards $1+\kappa$, so the same arguments apply. Yet at $s=2$ it equals 1.534, while (18) gives 1.420. The conditions fix two numbers, the initial curvature and an upper limit for the ceiling. The path between them is a further choice.

## 8. Conditions the form does not meet

**Slowly varying exchange.** The exact second-order gradient expansion of exchange has the coefficient $10/81=0.1235$, taken here as an input. The PBE value is 1.78 times as large. With the correlation term (7), one coefficient cannot serve both this limit and the cancellation (10).

**One-electron exchange.** A single electron does not repel itself, so its exact exchange energy is $-U$, where $U$ is the Hartree energy of its density. For hydrogen, $n=e^{-2r}/\pi$, and the charge within radius $r$ is $Q(r)=1-e^{-2r}(1+2r+2r^2)$. Building the charge up shell by shell,

$$U=\int_0^\infty4\pi r^2n\,\frac{Q}{r}\,dr
=4\left(\frac14-\frac1{16}-\frac1{16}-\frac3{64}\right)=\frac5{16}. \tag{22}$$

The four terms follow from $\int_0^\infty r^me^{-br}dr=m!/b^{m+1}$. PBE exchange, evaluated on this exact density, is $-0.3059$ hartree instead of $-0.3125$ hartree. The difference is 0.0066 hartree (0.18 eV), or 2.1% of the exact exchange energy.

**The tail.** In the conventional definition, the exchange energy per electron in hydrogen is minus half the Hartree potential, which tends to $-1/(2r)$. Equations (8) and (16) give at most $(1+\kappa)A_x(2n)^{1/3}$ in magnitude, which decays as $e^{-2r/3}$. At $r=10$ bohr PBE has $-0.0015$ hartree and the exact value is $-0.0500$ hartree. An energy density may be redefined without changing its integral, so this failure does not by itself measure the error in the total energy.

**Squeezing along one axis.** Let $n_\lambda(x,y,z)=\lambda n(\lambda x,y,z)$, with the two-electron singlet density $n=2\pi^{-3/2}e^{-r^2}$. Both electrons share one orbital, so exact exchange is $-U/2$. Here $U=\tfrac12N^2\langle1/r_{12}\rangle=2\langle1/r_{12}\rangle$ for $N=2$, where the average is over two independent points drawn from $n/2$. Hence $E_x=-\langle1/r_{12}\rangle$. As $\lambda\to\infty$ the charge becomes a flat disc. The in-plane separation $\rho$ then has the distribution $e^{-\rho^2/2}/2\pi$, so that

$$E_x\to-\int_0^\infty\frac1\rho\,\frac{e^{-\rho^2/2}}{2\pi}\,2\pi\rho\,d\rho
=-\sqrt{\frac\pi2}=-1.253\ \text{hartree}. \tag{23}$$

In (8), substitute $X=\lambda x$. The factor $n^{4/3}$ gains $\lambda^{4/3}$ and the volume element $\lambda^{-1}$, leaving $\lambda^{1/3}$. The gradient along $x$, relative to $n$, grows as $\lambda$ while $k_F$ grows as $\lambda^{1/3}$, so $s$ grows as $\lambda^{2/3}$ except on the plane $X=0$. Off that plane, which carries no weight in the integral, $F_x\to1+\kappa$, and PBE exchange diverges as $\lambda^{1/3}$. At $\lambda=10^4$ and $10^5$ it is $-26.3$ and $-57.0$ hartree, a growth exponent of 0.336. A finite, nonzero limit would follow from a decay $F_x\sim s^{-1/2}$, since $(\lambda^{2/3})^{-1/2}=\lambda^{-1/3}$ removes the growth. The form (18) tends to a constant instead.

The squeezed density still satisfies the Lieb–Oxford bound, because (19) and (20) hold for any density and $\int n^{4/3}d^3r$ itself grows as $\lambda^{1/3}$. Meeting a bound does not ensure an accurate energy. The numerical check printed below covers the cancellation, the scaling and bound conditions, and the failures computed in this section.

## Computed values

```
beta (input) = 0.066725
mu = pi^2 beta/3 = 0.219516
kappa (input) = 0.804
gas: r_s = 2.0 bohr, n = 0.029842 bohr^-3
gas: kF = 0.95958, ks = 1.10534 bohr^-1
gas: t^2/s^2 = 0.75365
gas: exchange per electron = -0.229083 hartree
mu required by correlation, r_s= 0.5: 0.21946
mu required by correlation, r_s= 2.0: 0.21950
mu required by correlation, r_s=10.0: 0.21951
density wave a=0.025, gradient energy per electron:
  x -1.57165e-05, c 1.57126e-05, sum -3.947e-09 hartree
density wave a=0.050, gradient energy per electron:
  x -6.28877e-05, c 6.28245e-05, sum -6.321e-08 hartree
growth on doubling a: x 4.001, c 3.998, sum 16.014
zeta=0.6, a=0.025: phi = 0.95543
  x -1.50160e-05, c 1.50118e-05, sum -4.225e-09 hartree
spin wave a=0.025: x -1.57165e-05 hartree, |c/x| = 0.0e+00
s=0.5: F = 1.05137, exponential form = 1.05305
s=1.0: F = 1.17244, exponential form = 1.19210
s=2.0: F = 1.41970, exponential form = 1.53425
s=3.0: F = 1.57145, exponential form = 1.73512
Lieb-Oxford constant (input) = 1.679
A_X = 0.738559, largest allowed kappa = 0.80436
1 + mu s^2 passes 1 + kappa at s = 1.9138
exact gradient coefficient 10/81 (input) = 0.12346
mu / (10/81) = 1.7781
H atom: PBE exchange = -0.305941 hartree
H atom: exact exchange = -0.312500 hartree
H atom: PBE error = 0.006559 hartree = 0.1785 eV
H atom: E_x[n_3]/E_x[n] = 3.000000
H atom: Lieb-Oxford lower limit = -0.483635 hartree
H tail r= 5.0 bohr: PBE -0.040306, exact -0.099973 hartree
H tail r=10.0 bohr: PBE -0.001459, exact -0.050000 hartree
squeezed lam=       1: PBE -0.7639, exact -0.7979 hartree
squeezed lam=     100: PBE -5.0679, exact -1.2454 hartree
squeezed lam=   10000: PBE -26.3328, exact -1.2532 hartree
squeezed lam=  100000: PBE -57.0244, exact -1.2533 hartree
squeezed: PBE growth exponent = 0.3356
squeezed: exact limiting energy = -1.25331 hartree
```
